# Hydrogen permeation from surface-limited to diffusion-limited flow: a program that tests the result

```python
"""Hydrogen permeation through a membrane with dissociation and recombination.

Result under test: with W = K_d L sqrt(p)/(D S) and r = c2/c1,
  W = (1-r) sqrt(1+r^2)/r^2,
  J = (D S sqrt(p)/L) (1-r)/sqrt(1+r^2),
  n = dlnJ/dlnp = (1+r^2)/(2-r+r^2),
so J -> D S sqrt(p)/L for large W and J -> K_d p/2 for small W.

J: H atoms per area and time; p: upstream H2 pressure (vacuum downstream);
c1, c2: H concentration at the upstream and downstream face;
D: diffusivity; S: Sieverts constant, c = S sqrt(p) in equilibrium;
L: thickness; K_d: atoms taken up per area, time and pressure.
The activity a = c/S has the unit Torr^(1/2). Lengths are in cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Round model inputs, rough regime of an oxidised ferritic-steel wall
temperature = 700.0          # K
thickness = 0.1              # cm
diffusivity = 1e-4           # cm2/s
solubility = 3e16            # atoms cm^-3 Torr^-1/2
sticking = 1e-7              # dissociative sticking probability
# Rough inputs used only to size neglected effects
site_density = 5e23          # interstitial sites per cm3
surface_sites = 1e15         # adsorption sites per cm2
binding = 0.7                # eV, surface site below bulk site
entry_barrier = 0.8          # eV, surface to bulk
attempt_rate = 1e13          # 1/s
face_ratio = 10.0            # downstream kinetics / upstream kinetics
back_pressure = 1e-6         # Torr
oxide_thickness = 2e-6       # cm, on each face
oxide_permeability = 1e-4    # relative to the membrane

kT = const.k * temperature
kT_eV = kT / const.e
mass = 2 * (const.m_p + const.m_e)
impact = const.torr / np.sqrt(2 * np.pi * mass * kT) * 1e-4
K_d = 2 * sticking * impact
conductance = diffusivity * solubility / thickness
p_unit = (conductance / K_d) ** 2     # pressure at which W = 1

# Molecular impact rate from the Maxwell velocity distribution
v_scale = np.sqrt(kT / mass)
mean_inward = quad(lambda s: s * v_scale * np.exp(-s*s/2)
                   / np.sqrt(2*np.pi), 0, 12)[0]
assert np.isclose(const.torr / kT * mean_inward * 1e-4, impact, rtol=1e-8)


def exponent_of_ratio(r):
    return (1 + r*r) / (2 - r + r*r)


def W_of_ratio(r):
    return (1 - r) * np.sqrt(1 + r*r) / r**2


def closed_form(W):
    """Concentration ratio, reduced flux and pressure exponent."""
    r = brentq(lambda x: (1-x)*np.sqrt(1+x*x) - W*x*x, 0, 1,
               xtol=1e-15, rtol=1e-13)
    return r, (1-r)/np.sqrt(1+r*r), exponent_of_ratio(r)


def flux(p, back=0.0, ratio=1.0, cond=conductance):
    """Solve the two surface balances and the diffusion law directly."""
    def residual(x):
        J = x * K_d * p
        a_up = np.sqrt(p * (1 - x))
        a_down = np.sqrt(back + J / (ratio * K_d))
        return cond * (a_up - a_down) - J
    return K_d * p * brentq(residual, 0, 1, xtol=1e-15, rtol=1e-13)


def numeric_exponent(p, **options):
    q = 1.001
    return np.log(flux(p*q, **options)/flux(p/q, **options))/(2*np.log(q))


# Parametric solution and exponent against the direct root search
exponents = []
for W in np.logspace(-3, 4, 29):
    p = W**2 * p_unit
    r, j, n = closed_form(W)
    assert np.isclose(flux(p), conductance*np.sqrt(p)*j, rtol=1e-8)
    exponents.append(numeric_exponent(p))
    assert abs(exponents[-1] - n) < 1e-5
assert np.all(np.diff(exponents) < 0)
assert 0.5 < exponents[-1] and exponents[0] < 1

# Leading corrections in both limits
W = 1e4
p = W**2 * p_unit
assert abs(flux(p)/(conductance*np.sqrt(p)) - (1 - W**-0.5)) < 2e-6
assert abs(numeric_exponent(p) - 0.5 - 0.25/np.sqrt(W)) < 1e-4
W = 1e-3
p = W**2 * p_unit
assert abs(flux(p)/(K_d*p/2) - (1 - W/np.sqrt(2))) < 2e-6
assert abs(numeric_exponent(p) - 1 + W/(2*np.sqrt(2))) < 1e-5


def slab_rate(u, W):
    """Reduced diffusion equation; half cells at the two faces."""
    h = 1 / (len(u) - 1)
    inner = (u[:-1] - u[1:]) / h
    flow = np.concatenate(([W*(1-u[0]**2)], inner, [W*u[-1]**2]))
    volume = np.full(len(u), h)
    volume[[0, -1]] = h / 2
    return (flow[:-1] - flow[1:]) / volume


# Fill an empty membrane and wait for the steady state
for W in (0.05, 1.0, 100.0):
    run = solve_ivp(lambda t, u: slab_rate(u, W), (0, 20*(1+1/W)),
                    np.zeros(21), method="BDF", rtol=1e-8, atol=1e-10)
    assert run.success
    final = run.y[:, -1]
    r, j, n = closed_form(W)
    assert np.isclose(W*final[-1]**2, j, rtol=1e-5)
    assert np.isclose(final[-1]/final[0], r, rtol=1e-5)
    assert np.allclose(final, np.linspace(final[0], final[-1], 21), atol=1e-6)


def slowest_rate(W, nodes=21):
    """Smallest relaxation rate near steady state, in units of D/L^2."""
    r = closed_form(W)[0]
    u = np.linspace(1, r, nodes) / np.sqrt(1 + r*r)
    step = 1e-3
    jac = np.empty((nodes, nodes))
    for k in range(nodes):
        shift = np.zeros(nodes)
        shift[k] = step
        jac[:, k] = (slab_rate(u+shift, W) - slab_rate(u-shift, W))/(2*step)
    return np.min(-np.linalg.eigvals(jac).real)


assert np.isclose(slowest_rate(1e-3), 2*np.sqrt(2)*1e-3, rtol=1e-2)
assert np.isclose(slowest_rate(1e6), np.pi**2, rtol=1e-2)

# Unequal faces and downstream gas: limiting laws
p_low, p_high = 1e-10*p_unit, 1e10*p_unit
assert np.isclose(flux(p_low, ratio=face_ratio),
                  K_d*p_low*face_ratio/(1+face_ratio), rtol=1e-4)
assert abs(numeric_exponent(p_low, ratio=face_ratio) - 1) < 1e-3
assert abs(numeric_exponent(p_high, ratio=face_ratio) - 0.5) < 2e-3
assert np.isclose(flux(p_low, back=p_low/4), K_d*0.75*p_low/2, rtol=1e-4)
assert np.isclose(flux(p_high, back=p_high/4),
                  conductance*0.5*np.sqrt(p_high), rtol=1e-4)

# Oxide films in series with the membrane; continuous activity
film_share = 2*oxide_thickness/(oxide_permeability*thickness)
coated = conductance / (1 + film_share)
g_film = diffusivity*solubility*oxide_permeability/oxide_thickness
matrix = np.array([[g_film+conductance, -conductance],
                   [-conductance, g_film+conductance]])
interface = np.linalg.solve(matrix, np.array([g_film, 0.0]))
assert np.isclose(g_film*(1-interface[0]), coated, rtol=1e-9)
assert abs(numeric_exponent(p_low, cond=coated) - 1) < 1e-3
assert abs(numeric_exponent(p_high, cond=coated) - 0.5) < 2e-3

# Site model: blocking, finite exchange rates and lattice filling
segregation = np.exp(binding / kT_eV)
k_in = surface_sites * attempt_rate * np.exp(-entry_barrier / kT_eV)
k_out = k_in * segregation
k_pair = K_d * (site_density / (segregation * solubility))**2


def site_state(J):
    cov_down = np.sqrt(J / k_pair)
    x_down = (J + k_in*cov_down)/(k_out*(1-cov_down) + k_in*cov_down)
    x_up = x_down + J*thickness/(diffusivity*site_density)
    cov_up = (J + k_out*x_up)/(k_in*(1-x_up) + k_out*x_up)
    return cov_up, cov_down, x_up


def site_model(p):
    def residual(f):
        cov_up = site_state(f*K_d*p)[0]
        return K_d*p*(1-cov_up)**2 - k_pair*cov_up**2 - f*K_d*p
    J = K_d*p*brentq(residual, 0, 1, xtol=1e-15, rtol=1e-13)
    return (J,) + site_state(J)


p_min, p_max = 1e-4, 760.0
J_site_min = site_model(p_min)[0]
J_site_max, cov_up, cov_down, filling = site_model(p_max)
assert np.isclose(J_site_min, flux(p_min), rtol=1e-3)
a_up = filling*site_density/solubility
assert np.isclose(J_site_max, (1-cov_up)**2*K_d*(p_max-a_up**2), rtol=1e-3)

# Characteristic points of the transition
r_mid = (np.sqrt(17) - 3) / 2
W_mid = W_of_ratio(r_mid)
assert abs(numeric_exponent(W_mid**2*p_unit) - 0.75) < 1e-5
p_cross = brentq(lambda p: conductance*np.sqrt(p) - K_d*p/2,
                 p_unit, 100*p_unit)
assert np.isclose(p_cross, 4*p_unit, rtol=1e-8)
edge = {}
for target in (0.95, 0.55):
    r = brentq(lambda x: exponent_of_ratio(x) - target, 1e-6, 1-1e-9)
    edge[target] = W_of_ratio(r)**2 * p_unit
    assert abs(numeric_exponent(edge[target]) - target) < 1e-5

print(f"Temperature: {temperature:.0f} K")
print(f"Thickness: {thickness*10:.1f} mm")
print(f"Diffusivity D: {diffusivity:.1e} cm2/s")
print(f"Sieverts constant S: {solubility:.1e} cm^-3 Torr^-1/2")
print(f"Sticking probability: {sticking:.1e}")
print(f"H2 impact rate at 1 Torr: {impact:.3e} cm^-2 s^-1")
print(f"K_d: {K_d:.3e} atoms cm^-2 s^-1 Torr^-1")
print(f"K_r: {K_d/solubility**2:.3e} cm4/s")
print(f"D S/L: {conductance:.3e} atoms cm^-2 s^-1 Torr^-1/2")
print(f"Pressure at W=1: {p_unit:.4f} Torr")
print(f"Asymptotes cross at: {p_cross:.4f} Torr = "
      f"{p_cross*const.torr:.2f} Pa")
print(f"Flux/asymptote at crossing: {closed_form(2.0)[1]:.4f}")
print(f"n=3/4: r={r_mid:.4f}, W={W_mid:.4f}, "
      f"p={W_mid**2*p_unit:.4f} Torr")
print(f"n=0.95 at p={edge[0.95]:.3e} Torr")
print(f"n=0.55 at p={edge[0.55]:.3e} Torr")
print(f"Transition width: {np.log10(edge[0.55]/edge[0.95]):.2f} decades")
print("p (Torr) | W | J (atoms cm^-2 s^-1) | n | c2/c1")
for p in (p_min, 1e-2, 1.0, 100.0, p_max):
    W = np.sqrt(p/p_unit)
    r, j, n = closed_form(W)
    print(f"{p:.1e} | {W:.4f} | {flux(p):.3e} | {n:.4f} | {r:.4f}")
mol_flux = flux(p_max)*1e4/(2*const.N_A)
print(f"Flux at 760 Torr: {mol_flux:.3e} mol H2 m^-2 s^-1")
for p in (p_min, p_max):
    print(f"At {p:.1e} Torr: J/(sqrt-p law)="
          f"{flux(p)/(conductance*np.sqrt(p)):.4f}, "
          f"J/(linear law)={flux(p)/(K_d*p/2):.4f}")
extrapolated = flux(p_max)*np.sqrt(p_min/p_max)
print(f"sqrt-p extrapolation 760 to 1e-4 Torr, "
      f"overestimate: {extrapolated/flux(p_min):.2f} times")
for p in (p_min, p_max):
    W = np.sqrt(p/p_unit)
    tau = thickness**2/(diffusivity*slowest_rate(W))
    print(f"Relaxation time at {p:.1e} Torr: {tau:.1f} s")
print(f"Assumed downstream/upstream kinetics: {face_ratio:.0f}")
print(f"Assumed back pressure: {back_pressure:.1e} Torr")
print(f"Assumed oxide per face: {oxide_thickness*1e7:.0f} nm, "
      f"relative permeability {oxide_permeability:.0e}")
print(f"Oxide/membrane diffusion resistance: {film_share:.3f}")
print(f"Assumed surface binding: {binding:.2f} eV, "
      f"entry barrier: {entry_barrier:.2f} eV")
print("Flux change (%) at 1e-4 Torr | at 760 Torr")
effects = {
    "Unequal faces": [flux(p, ratio=face_ratio) for p in (p_min, p_max)],
    "Oxide resistance": [flux(p, cond=coated) for p in (p_min, p_max)],
    "Back pressure": [flux(p, back=back_pressure) for p in (p_min, p_max)],
    "Blocking and exchange": [J_site_min, J_site_max],
}
for name, values in effects.items():
    change = [100*(v/flux(p)-1) for v, p in zip(values, (p_min, p_max))]
    print(f"{name}: {change[0]:.3f} | {change[1]:.3f}")
print(f"Coverage at 760 Torr: up {cov_up:.4f}, down {cov_down:.4f}")
print(f"Lattice filling at 760 Torr: {filling:.2e}")
print(f"Flux/exchange rate at 760 Torr, downstream: "
      f"{J_site_max/(k_in*cov_down):.2e}")
print("verified")
```

Output:

```
Temperature: 700 K
Thickness: 1.0 mm
Diffusivity D: 1.0e-04 cm2/s
Sieverts constant S: 3.0e+16 cm^-3 Torr^-1/2
Sticking probability: 1.0e-07
H2 impact rate at 1 Torr: 9.352e+20 cm^-2 s^-1
K_d: 1.870e+14 atoms cm^-2 s^-1 Torr^-1
K_r: 2.078e-19 cm4/s
D S/L: 3.000e+13 atoms cm^-2 s^-1 Torr^-1/2
Pressure at W=1: 0.0257 Torr
Asymptotes cross at: 0.1029 Torr = 13.72 Pa
Flux/asymptote at crossing: 0.4258
n=3/4: r=0.5616, W=1.5946, p=0.0654 Torr
n=0.95 at p=6.401e-04 Torr
n=0.55 at p=2.788e+01 Torr
Transition width: 4.64 decades
p (Torr) | W | J (atoms cm^-2 s^-1) | n | c2/c1
1.0e-04 | 0.0623 | 8.957e+09 | 0.9789 | 0.9586
1.0e-02 | 0.6234 | 6.514e+11 | 0.8509 | 0.7310
1.0e+00 | 6.2345 | 1.891e+13 | 0.6260 | 0.3353
1.0e+02 | 62.3446 | 2.624e+14 | 0.5352 | 0.1193
7.6e+02 | 171.8723 | 7.642e+14 | 0.5204 | 0.0735
Flux at 760 Torr: 6.345e-06 mol H2 m^-2 s^-1
At 1.0e-04 Torr: J/(sqrt-p law)=0.0299, J/(linear law)=0.9578
At 7.6e+02 Torr: J/(sqrt-p law)=0.9240, J/(linear law)=0.0108
sqrt-p extrapolation 760 to 1e-4 Torr, overestimate: 30.95 times
Relaxation time at 1.0e-04 Torr: 575.6 s
Relaxation time at 7.6e+02 Torr: 11.0 s
Assumed downstream/upstream kinetics: 10
Assumed back pressure: 1.0e-06 Torr
Assumed oxide per face: 20 nm, relative permeability 1e-04
Oxide/membrane diffusion resistance: 0.400
Assumed surface binding: 0.70 eV, entry barrier: 0.80 eV
Flux change (%) at 1e-4 Torr | at 760 Torr
Unequal faces: 83.117 | 5.344
Oxide resistance: -1.659 | -27.666
Back pressure: -1.021 | -0.000
Blocking and exchange: -0.009 | -0.213
Coverage at 760 Torr: up 0.1530, down 0.0133
Lattice filling at 760 Torr: 1.65e-06
Flux/exchange rate at 760 Torr, downstream: 3.30e-06
verified
```
